# Ripple wavelength and decay rate in Mullins surface diffusion: verification in Python

```python
"""
Result under test: on an unstressed surface relaxing by surface diffusion,
a small ripple A cos(kx) decays as exp(-B k^4 t), so halving its wavelength
multiplies the decay rate constant by 16.
B = D nu gamma Omega^2 / (kB T)
D: surface diffusivity, nu: surface atoms per area, gamma: surface stiffness,
Omega: atomic volume, T: temperature, k = 2 pi / wavelength.
Material inputs are rough typical values for platinum.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded


def derivative_matrix(length, n):
    """Fourier derivative on n (odd) periodic points."""
    q = 2 * np.pi * np.fft.fftfreq(n, length / n)
    transformed = np.fft.fft(np.eye(n), axis=0)
    return np.real(np.fft.ifft(1j * q[:, None] * transformed, axis=0))


def surviving_fraction(rhs, profile, time):
    """Fraction of the fundamental Fourier amplitude left after time."""
    scale = np.max(np.abs(profile))
    sol = solve_ivp(rhs, (0, time), profile, method="Radau",
                    rtol=1e-9, atol=1e-11 * scale)
    assert sol.success
    final = sol.y[:, -1]
    assert abs(np.mean(final) - np.mean(profile)) < 1e-7 * scale
    return abs(np.fft.fft(final)[1]) / abs(np.fft.fft(profile)[1])


def full_surface_diffusion(wavelength, amplitude, coefficient, time, n=25):
    """Integrate the equation with full curvature and arc length."""
    x = np.arange(n) * wavelength / n
    d = derivative_matrix(wavelength, n)

    def rhs(_, h):
        slope = d @ h
        metric = 1 + slope**2
        curvature = -(d @ slope) / metric**1.5
        return coefficient * (d @ ((d @ curvature) / np.sqrt(metric)))

    start = amplitude * np.cos(2 * np.pi * x / wavelength)
    return surviving_fraction(rhs, start, time)


# Inputs in SI units
temperature = 1200.0
diffusivity = 1e-11
stiffness = 2.3
lattice = 0.392e-9
omega = lattice**3 / 4
site_density = 4 / (np.sqrt(3) * lattice**2)
thermal = const.k * temperature
wavelengths = np.array([2000e-9, 1000e-9])
amplitude = 2e-9
k = 2 * np.pi / wavelengths

B = diffusivity * site_density * stiffness * omega**2 / thermal
rates = B * k**4
times = 1 / rates

# Chemical potential: vary the length of a steep periodic curve
n = 201
x = np.arange(n) * 2 * np.pi / n
d = derivative_matrix(2 * np.pi, n)
curve = 0.5 * np.cos(x) + 0.2 * np.sin(2 * x)
bump = np.exp(np.cos(x - 1))


def curve_length(h):
    return np.sum(np.sqrt(1 + (d @ h)**2)) * 2 * np.pi / n


eps = 1e-4
variation = (curve_length(curve + eps * bump)
             - curve_length(curve - eps * bump)) / (2 * eps)
curvature = -(d @ (d @ curve)) / (1 + (d @ curve)**2)**1.5
expected = np.sum(curvature * bump) * 2 * np.pi / n
assert abs(variation - expected) < 1e-6 * max(1, abs(expected))

# Drift in a weak force, from moments of biased nearest-neighbour hops
force_step = 0.01  # force times hop length / thermal energy
jumps = np.array([1.0, -1.0])
hop_rates = np.exp(jumps * force_step / 2)
drift = np.sum(jumps * hop_rates)
spread_diffusivity = np.sum(jumps**2 * hop_rates) / 2
assert abs(drift / spread_diffusivity / force_step - 1) < 1e-4

# Full nonlinear evolution of both ripples over the same time
B_nm = B * 1e36
common_time = times[1]
fractions = np.array([full_surface_diffusion(w * 1e9, amplitude * 1e9,
                                              B_nm, common_time)
                      for w in wavelengths])
measured_rates = -np.log(fractions) / common_time
measured_ratio = measured_rates[1] / measured_rates[0]
assert np.all(np.abs(measured_rates / rates - 1) < 1e-3)
assert abs(measured_ratio / 16 - 1) < 1e-3
assert abs(fractions[1] / fractions[0]**16 - 1) < 1e-3
tiny = np.array([full_surface_diffusion(w * 1e9, 0.1, B_nm, common_time)
                 for w in wavelengths])
tiny_rates = -np.log(tiny) / common_time
tiny_ratio = tiny_rates[1] / tiny_rates[0]
assert abs(tiny_ratio / 16 - 1) < 1e-5

# Evaporation: kinetic flux from the Maxwell velocity distribution
vapour_pressure = 1e-10
mass = 195.08 * const.atomic_mass
speed = np.sqrt(thermal / mass)
mean_positive, _ = quad(lambda u: u * np.exp(-u*u/2) / np.sqrt(2*np.pi),
                        0, 12)
kinetic_flux = vapour_pressure / thermal * speed * mean_positive
flux_formula = vapour_pressure / np.sqrt(2 * np.pi * mass * thermal)
assert abs(kinetic_flux / flux_formula - 1) < 1e-8
evaporation = flux_formula * stiffness * omega**2 * k**2 / thermal


# Bulk diffusion: surface gradient of a solution of Laplace's equation
def surface_gradient(wavenumber, depth, points=4000):
    step = depth / points
    bands = np.ones((3, points - 1))
    bands[1] = -2 - (wavenumber * step)**2
    source = np.zeros(points - 1)
    source[0] = -1.0
    mu = solve_banded((1, 1), bands, source)
    return (3 - 4 * mu[0] + mu[1]) / (2 * step)


for wave in k:
    assert abs(surface_gradient(wave, 5e-6) / wave - 1) < 1e-4
bulk_diffusivity = 2e-17
bulk = bulk_diffusivity * stiffness * omega * k**3 / thermal

# Stress at a ripple: solve traction balance with an Airy function
X, Z = sp.symbols("x z", real=True)
q, S, A, C = sp.symbols("q S A C", positive=True)
airy_shape = Z * sp.exp(q * Z) * sp.cos(q * X)
laplace = sp.diff(airy_shape, X, 2) + sp.diff(airy_shape, Z, 2)
assert sp.simplify(sp.diff(laplace, X, 2) + sp.diff(laplace, Z, 2)) == 0
assert sp.diff(airy_shape, X, 2).subs(Z, 0) == 0
shear = -sp.diff(airy_shape, X, Z).subs(Z, 0)
surface_slope = sp.diff(A * sp.cos(q * X), X)
strength = sp.simplify(S * surface_slope / shear)
crest_stress = (strength * sp.diff(airy_shape, Z, 2)).subs({Z: 0, X: 0})
stress_factor = float(sp.simplify(crest_stress / (S * A * q)))
assert abs(stress_factor + 2) < 1e-12
stress = 100e6
young, poisson = 170e9, 0.38
plane_modulus = young / (1 - poisson**2)
critical_k = -stress_factor * stress**2 / (plane_modulus * stiffness)
stress_reduction = critical_k / k
assert np.all(stress_reduction < 0.05)

# Stepped surface: stiffness proportional to the local slope
miscut = np.deg2rad(10.0)
slopes = amplitude * k
slope_ratio = slopes / np.tan(miscut)
assert np.all(slope_ratio < 1)


def stepped_shift(relative_slope, mobility_power):
    """Change of -ln(surviving fraction) after one linear decay time."""
    m = 25
    grid = np.arange(m) * 2 * np.pi / m
    diff = derivative_matrix(2 * np.pi, m)

    def rhs(_, u):
        local_slope = 1 + diff @ u
        potential = -(diff @ (local_slope**2 / 2))
        return diff @ (local_slope**mobility_power * (diff @ potential))

    left = surviving_fraction(rhs, relative_slope * np.cos(grid), 1.0)
    return -np.log(left) - 1


shifts = []
for power in (0, -1):
    whole = stepped_shift(slope_ratio[1], power)
    half = stepped_shift(slope_ratio[1] / 2, power)
    assert abs(whole / half - 4) < 0.1
    shifts.append(whole)
assert max(np.abs(shifts)) < 0.01

# Temperature mismatch if the two ripples are annealed separately
activation = 1.2
hotter = temperature + 10
arrhenius = np.exp(activation * const.e / const.k
                   * (1 / temperature - 1 / hotter))
B_change = arrhenius * temperature / hotter - 1

corrected = rates * (1 - stress_reduction) + evaporation + bulk
corrected_ratio = corrected[1] / corrected[0]
assert abs(corrected_ratio / 16 - 1) < 0.03
step_height = lattice / np.sqrt(3)
terrace = step_height / np.tan(miscut)
mu_crest = stiffness * omega * amplitude * k**2 / thermal

print("INPUTS (rough typical platinum values)")
print(f"temperature: {temperature:.0f} K")
print(f"surface diffusivity: {diffusivity * 1e18:.2e} nm^2/s")
print(f"surface stiffness: {stiffness:.2f} J/m^2")
print(f"lattice parameter: {lattice * 1e9:.3f} nm")
print(f"atomic volume: {omega * 1e27:.5f} nm^3")
print(f"surface atom density: {site_density * 1e-18:.2f} nm^-2")
print(f"thermal energy: {thermal / const.e:.4f} eV")
print(f"initial amplitude, both: {amplitude * 1e9:.1f} nm")
print(f"miscut angle: {np.rad2deg(miscut):.1f} degrees")
print("MAIN RESULTS")
print(f"B: {B_nm:.4e} nm^4/s")
for i, name in enumerate(("long", "short")):
    print(f"{name} wavelength: {wavelengths[i] * 1e9:.0f} nm")
    print(f"{name} wavenumber: {k[i] * 1e-9:.6f} nm^-1")
    print(f"{name} maximum slope: {slopes[i]:.5f}")
    print(f"{name} crest mu/(kB T): {mu_crest[i]:.2e}")
    print(f"{name} decay rate: {rates[i]:.4e} s^-1")
    print(f"{name} 1/e decay time: {times[i]:.1f} s")
    print(f"{name} half-life: {np.log(2) * times[i]:.1f} s")
print(f"common comparison time: {common_time:.1f} s")
print(f"long fraction left, simulated: {fractions[0]:.4f}")
print(f"short fraction left, simulated: {fractions[1]:.4f}")
print(f"long amplitude then: {fractions[0] * amplitude * 1e9:.3f} nm")
print(f"short amplitude then: {fractions[1] * amplitude * 1e9:.3f} nm")
print(f"long/short amplitude then: {fractions[0] / fractions[1]:.3f}")
print(f"simulated rate ratio, 2 nm: {measured_ratio:.5f}")
print(f"simulated rate ratio, 0.1 nm: {tiny_ratio:.6f}")
print("NEGLECTED EFFECTS (long, short)")
print(f"vapour pressure: {vapour_pressure:.1e} Pa")
print("evaporation/surface rate: %.2e, %.2e" % tuple(evaporation / rates))
print(f"bulk diffusivity: {bulk_diffusivity * 1e18:.1f} nm^2/s")
print("bulk/surface rate: %.3f%%, %.3f%%" % tuple(100 * bulk / rates))
print(f"residual stress: {stress * 1e-6:.0f} MPa")
print(f"Young modulus: {young * 1e-9:.0f} GPa; Poisson ratio: {poisson:.2f}")
print("stress rate reduction: %.2f%%, %.2f%%"
      % tuple(100 * stress_reduction))
print(f"rate ratio with these three: {corrected_ratio:.3f}")
print("ripple/miscut slope: %.4f, %.4f" % tuple(slope_ratio))
print(f"short decay shift, constant mobility: {100 * shifts[0]:.3f}%")
print(f"short decay shift, 1/slope mobility: {100 * shifts[1]:.3f}%")
print(f"step height: {step_height * 1e9:.3f} nm")
print(f"mean terrace width: {terrace * 1e9:.2f} nm")
print(f"activation energy: {activation:.2f} eV")
print(f"B change for +{hotter - temperature:.0f} K: {100 * B_change:.2f}%")
print("PASS")
```

It prints:

```
INPUTS (rough typical platinum values)
temperature: 1200 K
surface diffusivity: 1.00e+07 nm^2/s
surface stiffness: 2.30 J/m^2
lattice parameter: 0.392 nm
atomic volume: 0.01506 nm^3
surface atom density: 15.03 nm^-2
thermal energy: 0.1034 eV
initial amplitude, both: 2.0 nm
miscut angle: 10.0 degrees
MAIN RESULTS
B: 4.7314e+06 nm^4/s
long wavelength: 2000 nm
long wavenumber: 0.003142 nm^-1
long maximum slope: 0.00628
long crest mu/(kB T): 4.13e-05
long decay rate: 4.6088e-04 s^-1
long 1/e decay time: 2169.8 s
long half-life: 1504.0 s
short wavelength: 1000 nm
short wavenumber: 0.006283 nm^-1
short maximum slope: 0.01257
short crest mu/(kB T): 1.65e-04
short decay rate: 7.3741e-03 s^-1
short 1/e decay time: 135.6 s
short half-life: 94.0 s
common comparison time: 135.6 s
long fraction left, simulated: 0.9394
short fraction left, simulated: 0.3679
long amplitude then: 1.879 nm
short amplitude then: 0.736 nm
long/short amplitude then: 2.553
simulated rate ratio, 2 nm: 15.99963
simulated rate ratio, 0.1 nm: 15.999999
NEGLECTED EFFECTS (long, short)
vapour pressure: 1.0e-10 Pa
evaporation/surface rate: 3.67e-10, 9.18e-11
bulk diffusivity: 20.0 nm^2/s
bulk/surface rate: 0.281%, 0.141%
residual stress: 100 MPa
Young modulus: 170 GPa; Poisson ratio: 0.38
stress rate reduction: 1.39%, 0.70%
rate ratio with these three: 16.090
ripple/miscut slope: 0.0356, 0.0713
short decay shift, constant mobility: -0.027%
short decay shift, 1/slope mobility: 0.109%
step height: 0.226 nm
mean terrace width: 1.28 nm
activation energy: 1.20 eV
B change for +10 K: 9.16%
PASS
```
